# Depth-Resolved Trap Density from Two Slightly Different Filling Pulses

## Result

An n-type silicon MOS capacitor is held in deep depletion. Depth \(x\) is measured from the Si/SiO\(_2\) interface, and \(C\) is the high-frequency capacitance per unit area. Two quantities turn the oxide into an equivalent layer of silicon:

\[
d=\frac{\varepsilon_s t_{ox}}{\varepsilon_{ox}},\qquad z=x+d .
\]

The total drop \(U\) is the flat-band voltage minus the gate voltage, so \(U>0\) in depletion. From the same rest drop \(U_R\), two filling pulses are applied in separate cycles. Pulse A lowers the drop to \(U_A\), and the slightly weaker pulse B lowers it to \(U_B=U_A+\Delta U\). The depletion edges during the pulses are \(x_A<x_B\). After each pulse the capacitance is read at \(t_1\) and \(t_2\).

**Theorem.** Let

\[
S=\frac{[C_B-C_A](t_1)-[C_B-C_A](t_2)}{C_R},\qquad Z=\frac{\varepsilon_s}{C_R}=W+d,
\]

where \(C_R\) and \(W\) are the capacitance and depletion width at rest. Let \(\Delta x=x_B-x_A\) and \(g=e^{-et_1}-e^{-et_2}\), with \(e\) the emission rate. Under assumptions 1 to 5, to leading order in \(N_T/N\) and in the width of the filled slice,

\[
\boxed{N_T(\bar x)=\frac{N(W)\,Z^2\,S}{\bar z\,\Delta x\,g}},\qquad
\bar z=\frac{z_A+z_B}{2}-\lambda,\quad \bar x=\bar z-d .
\]

The length \(\lambda\), found in Lemma 3, is the mean distance by which the trap-filling front lags behind the depletion edge. The linear depth weighting is the factor \(\bar z\): the signal of a trapped electron is proportional to its distance from the gate, with the oxide counted as silicon.

**Assumptions.**

1. The traps exchange electrons with the conduction band alone and share one emission rate \(e\) within the slice.
2. The traps do not follow the test frequency.
3. \(N_T\ll N\), and \(N_T\) varies slowly across the slice. The doping is nearly uniform over the whole distance \(\lambda\) between a pulse edge and its filling front.
4. The pulse length satisfies \(et_p\ll1\), while \(cNt_p\gg1\), where \(c\) is the capture coefficient.
5. The slice lies well inside the region that the rest bias empties, and the surface stays depleted during both pulses. Before each pulse the rest bias has been held for a time long compared with \(1/e\), so that the slice starts empty.

Here \(N\) is the free-electron density of neutral silicon with its traps full. For acceptor-like traps \(N=N_D-N_T\), and for donor-like traps \(N=N_D\). In both cases a depleted region with trap occupation \(f\) has charge density \(q[N+N_T(1-f)]\), so one derivation covers both.

## Lemma 1: the lever arm

**Statement.** For a space charge \(\rho(x)\) in the silicon,

\[
U=\frac1{\varepsilon_s}\int_0^\infty (x+d)\,\rho(x)\,dx .
\]

**Proof.** Let \(\psi(x)\) be the potential of the neutral bulk minus that at \(x\). Poisson's equation reads \(\psi''=\rho/\varepsilon_s\), with \(\psi=\psi'=0\) deep in the bulk. One integration gives \(-\psi'(0)=\int\rho\,dx/\varepsilon_s\). Integration by parts gives the surface value:

\[
\int_0^\infty x\psi''dx=[x\psi']_0^\infty-\int_0^\infty\psi'dx=\psi(0)
\;\Rightarrow\;\psi(0)=\frac1{\varepsilon_s}\int_0^\infty x\rho\,dx .
\]

Fixed oxide and interface charge is absorbed in the flat-band voltage. Continuity of displacement then makes the remaining oxide field \(\int\rho\,dx/\varepsilon_{ox}\), and the oxide drop is

\[
\frac{t_{ox}}{\varepsilon_{ox}}\int_0^\infty\rho\,dx=\frac d{\varepsilon_s}\int_0^\infty\rho\,dx .
\]

Adding the two drops proves the statement. ∎

## Lemma 2: capacitance change at fixed voltage

**Statement.** In the depletion approximation \(C=\varepsilon_s/Z\). If the density of trapped electrons rises by \(\delta n_t(x)\) at fixed \(U\), then to first order

\[
\frac{\delta C}{C}=-\frac{1}{N(W)Z^2}\int_0^W z\,\delta n_t\,dx .
\]

**Proof.** With the charge density given above, Lemma 1 becomes

\[
U=\frac q{\varepsilon_s}\int_0^W z\,[N+N_T(1-f)]\,dx .
\]

For the test signal, \(f\) is frozen. Traps next to the edge are full, so an edge shift \(dW\) uncovers the charge \(dQ=qN(W)\,dW\) and changes the drop by \(dU=(q/\varepsilon_s)ZN(W)\,dW\). The ratio is \(C=dQ/dU=\varepsilon_s/Z\).

Now hold \(U\) fixed and add trapped electrons. They reduce the positive charge, so the edge must move outward:

\[
0=N(W)Z\,\delta W-\int_0^W z\,\delta n_t\,dx .
\]

Since \(C\propto1/Z\), \(\delta C/C=-\delta W/Z\). Substituting \(\delta W\) gives the result. ∎

**Remark on large signals.** For uniform \(N\), the integral over the dopants is \(N(Z^2-d^2)/2\). Solving for \(Z^2\) gives

\[
Z^2=d^2+\frac{2\varepsilon_sU}{qN}-\frac2N\int_0^W zN_T(1-f)\,dx .
\]

Thus \(1/C^2\) is linear in the trapped moment within the depletion approximation, even when \(\delta C/C\) is not small.

**Remark on traps near the rest edge.** Suppose that traps at the rest-bias filling boundary \(y\) follow the moving edge at once. The balance gains a term \(z_yN_T(y)\,\delta W\), and the signal is divided by \(1+z_yN_T(y)/[ZN(W)]\). Because \(z_y<Z\), the correction is smaller than \(N_T(y)/N(W)\). These traps in fact relax at the rate \(cn+e\approx2e\), so within the sampling window they lag behind the edge. For uniform \(N_T/N=1\,\%\) under the conditions of the example below, the actual change of the signal is about −0.1 %, against −0.8 % for instant following.

## Lemma 3: where the pulse fills the traps

**Statement.** Let \(V_T=k_BT/q\) and \(L^2=\varepsilon_sV_T/(qN)\). The distance \(y=x_P-x\) from a pulse's depletion edge \(x_P\) to the filling front has

\[
\langle y^2\rangle=2L^2[\ln(cNt_p)+\gamma-1],\qquad
\sigma\simeq\frac{\pi}{\sqrt6}\frac{L^2}{\sqrt{\langle y^2\rangle}},\qquad
\lambda=\sqrt{\langle y^2\rangle-\sigma^2},
\]

where \(\gamma\) is Euler's constant, \(\sigma\) the rms width of the front and \(\lambda=\langle y\rangle\).

**Proof.** Traps capture from the free-carrier tail inside the depletion region. There, neglecting trap charge beside \(N\),

\[
\psi''=\frac{qN}{\varepsilon_s}\left(1-e^{-\psi/V_T}\right).
\]

Multiplication by \(\psi'\) and integration from the bulk gives

\[
\tfrac12\psi'^2=\frac{qN}{\varepsilon_s}\left[\psi-V_T(1-e^{-\psi/V_T})\right].
\]

For \(\psi\gg V_T\) the exponential drops out, and the solution is

\[
\psi=V_T+\frac{qN}{2\varepsilon_s}(x_P-x)^2 .
\]

The constant \(x_P\) is the edge that the capacitance measures. The charge is \(Q=\varepsilon_s|\psi'(0)|=qNx_P\), and the total drop is

\[
U=V_T+\frac{qN}{2\varepsilon_s}(x_P^2+2dx_P),
\]

so \(dQ/dU=\varepsilon_s/(x_P+d)\).

The occupation obeys \(\dot f=cn(1-f)-ef\), starting from empty traps. Near the front \(cnt_p\sim1\), hence \(cn\sim1/t_p\gg e\), and emission can be dropped:

\[
f=1-e^{-w},\qquad w=cnt_p=cNt_p\,e^{-\psi/V_T}.
\]

The occupation falls from 1 to 0 towards the surface. Its slope therefore acts as a probability density of front positions, in which \(w\) has the density \(e^{-w}\). For \(cNt_p\gg1\) the range of \(w\) may be extended to infinity. Then \(\ln w\) has mean \(-\gamma\) and variance \(\pi^2/6\). From \(\psi/V_T=\ln(cNt_p)-\ln w\),

\[
1+\frac{\langle y^2\rangle}{2L^2}=\ln(cNt_p)+\gamma ,
\]

which is the first formula. A small spread in \(\psi/V_T\) equals \(y\,\delta y/L^2\). Setting its rms value to \(\pi/\sqrt6\) gives \(\sigma\). The last formula is the definition of a variance. ∎

## Lemma 4: the slice filled by pulse A alone

**Statement.** If the two fronts are translated copies of each other, then

\[
\int(f_A-f_B)\,dx=\Delta x,\qquad \int z(f_A-f_B)\,dx=\bar z\,\Delta x .
\]

**Proof.** Each front is an average, with density \(p(y)\), of sharp steps at \(x_P-y\). For one value of \(y\), the difference \(f_A-f_B\) is 1 between \(x_A-y\) and \(x_B-y\), and 0 elsewhere. This box has area \(\Delta x\) and first moment \(\Delta x[(z_A+z_B)/2-y]\). Averaging over \(p(y)\) replaces \(y\) by \(\lambda\). ∎

The variance of the slice is the sum of the front and box variances, \(s^2=\sigma^2+\Delta x^2/12\). Expand \(N_T\) about \(\bar x\), write \(z=\bar z+(x-\bar x)\), and drop third moments. This gives

\[
\int zN_T(f_A-f_B)\,dx\simeq N_T\bar z\,\Delta x\left[1+s^2\left(\frac{N_T'}{\bar zN_T}+\frac{N_T''}{2N_T}\right)\right],
\]

with \(N_T\) and its derivatives taken at \(\bar x\). The bracket measures what "slowly varying" means.

## Proof of the theorem

Traps deeper than the slice are filled by both pulses, and shallower ones by neither, so to first order both groups cancel in \(C_B-C_A\). In the slice, recapture at rest bias is negligible by assumption 5, and the occupation decays as \(e^{-et}\). Pulse A leaves more trapped electrons, so \(C_A<C_B\). Lemmas 2 and 4 give

\[
\frac{C_B-C_A}{C_R}=\frac{N_T(\bar x)\,\bar z\,\Delta x}{N(W)Z^2}\,e^{-et}.
\]

Subtracting the value at \(t_2\) from that at \(t_1\) replaces \(e^{-et}\) by \(g\). Solving for \(N_T\) proves the theorem. ∎

**Sampling at the temperature peak.** As temperature changes, \(e\) varies much faster than the other factors, so the peak of \(S\) lies close to the maximum of \(g\) over \(e\). Setting \(dg/de=0\) gives \(t_1e^{-et_1}=t_2e^{-et_2}\). With \(r=t_2/t_1\),

\[
e=\frac{\ln r}{t_2-t_1},\qquad g=r^{-1/(r-1)}-r^{-r/(r-1)}=(r-1)\,r^{-r/(r-1)} .
\]

At the peak, \(g\) therefore depends on the timing ratio and not on the trap's energy or capture cross-section.

## Voltage form and the Schottky limit

For uniform \(N\), the pulse edges obey \(z_P^2=d^2+2\varepsilon_s(U_P-V_T)/(qN)\), apart from trap charge of relative order \(N_T/N\). Subtracting the relations for A and B, and writing \(z_m=(z_A+z_B)/2\), gives

\[
2z_m\Delta x=\frac{2\varepsilon_s\Delta U}{qN}
\;\Rightarrow\;
\Delta x=\frac{\varepsilon_s\Delta U}{qNz_m},\qquad
N_T=\frac{qN^2Z^2}{\varepsilon_s\Delta U}\,\frac{z_m}{\bar z}\,\frac Sg .
\]

At fixed \(\Delta U\) a deeper slice is thinner, which partly offsets its longer lever arm. What remains is the factor \(z_m/\bar z=1/(1-\lambda/z_m)\). It is close to 1 only for \(\lambda\ll z_m\); in the example below it is 1.40.

For a Schottky diode or a one-sided junction, \(d=0\), and \(U\) is the reverse voltage plus the built-in voltage. Neglecting \(V_T\) and trap charge beside \(U_R\), \(qNZ^2/\varepsilon_s=2U_R\), so

\[
N_T=2N\,\frac{U_R}{\Delta U}\,\frac{1}{1-\lambda/z_m}\,\frac Sg .
\]

The lever arm is then the depth itself, and a trap at the metal contact gives no signal. In the MOS capacitor a charge at the interface keeps the weight \(d\).

## Worked example

The model represents lightly doped silicon with radiation damage under a gate oxide. Its parameters are rough: \(N_D=10^{15}\) cm\(^{-3}\), \(t_{ox}=50\) nm, hence \(d=150\) nm, and an acceptor-like level 0.42 eV below the conduction band with a capture cross-section of \(10^{-15}\) cm\(^2\). The hidden profile is a Gaussian with peak density \(10^{13}\) cm\(^{-3}\) at 1000 nm and a 1/e half-width of 600 nm.

The nonlinear Poisson equation and the trap rate equation were solved together to produce the capacitances, without the depletion approximation. The formula was then applied to these capacitances, with \(\lambda\) computed from the true capture coefficient. In a measurement \(c\) has to be determined separately, and the accuracy quoted below holds only when it is known. An assumed \(c\) wrong by a factor of 3 moves the slice worked out below by about 30 nm and gives an error of about 5 % against the density at the assigned depth. A factor of 10 moves the depths by 65 to 75 nm and gives errors of up to about 26 % at the shallowest slice.

With \(t_1=5\) ms and \(t_2=25\) ms, \(r=5\). The peak condition gives \(e=80.5\) s\(^{-1}\) and \(g=0.535\), reached at 220 K. There \(L=110.7\) nm and \(c=1.89\times10^{-8}\) cm\(^3\)/s. A 100 µs pulse gives \(cNt_p=1890\), so

\[
\sqrt{\langle y^2\rangle}=110.7\sqrt{2(7.54+0.58-1)}\approx418\ \text{nm},\qquad
\lambda\approx416\ \text{nm}.
\]

Pulses to 1.6 and 1.7 V give \(z_A=1440.86\) nm and \(z_B=1485.08\) nm. Therefore \(\Delta x=44.22\) nm, \(\bar z=1463.0-416.2=1046.8\) nm and \(\bar x=897\) nm. At the rest drop of 5 V, \(Z=2542.6\) nm, and the signal is \(S=3.692\times10^{-5}\):

\[
N_T=\frac{10^{15}\,(2542.6)^2\,(3.692\times10^{-5})}{(1046.8)(44.22)(0.5350)}
=9.64\times10^{12}\ \text{cm}^{-3}.
\]

The hidden value is \(9.71\times10^{12}\) cm\(^{-3}\), so the result is 0.7 % low. Over six depths from 601 to 1420 nm the error is at most about 0.8 % of the local density.

Two corrections can be estimated at 897 nm. The finite slice width, through the bracket after Lemma 4, gives −0.3 %. The other comes from linearizing \(C\). Since \(C\propto(Z^2)^{-1/2}\), its response to a change of \(Z^2\) scales as \((C/C_R)^3\), and \(C\) is lowered by about 0.14 % just after the pulse. Weighted over the two readings, this gives another −0.3 %. Other terms, of order \(N_T/N\approx1\,\%\) or less, are not resolved, so the near agreement does not fix the division of the error.

The weighting matters far more. With the depth assignment held fixed, leaving \(\lambda\) out of the lever arm gives \(6.9\times10^{12}\) cm\(^{-3}\), 29 % below the hidden value. Leaving the oxide out of both the lever arm and \(Z\) gives \(9.96\times10^{12}\) cm\(^{-3}\), only 2.6 % above the hidden value, because the two errors partly cancel at this depth. Leaving it out of the lever arm alone gives \(1.13\times10^{13}\) cm\(^{-3}\), 16 % above it.

## Resolution and limits of validity

The front width is 38 nm by formula and 37 nm in the simulation. With \(\Delta x=44\) nm the slice has \(s\approx40\) nm, so a smaller voltage step would cost signal and hardly sharpen the profile. At fixed doping, temperature and pulse length, the box variance equals the front variance at \(\Delta x=\sqrt{12}\,\sigma\approx130\) nm. The signal is then about three times larger and \(s\) is \(\sqrt2\,\sigma\).

The difference signal is 5 % of the single-pulse transient. A 1 % gain mismatch between the two recordings would thus change \(S\) by about 20 %.

If pulses A and B alternate, electrons left in the slice by A are still present after B. A rest of 25 ms between pulses lowers \(S\) by about 13 %, and a rest of 50 ms by about 2 %. Repeating the same pulse with a 25 ms rest changes \(S\) by about 0.4 %.

Graded doping makes the fronts move differently from the edges. With a doping that rises by 8 % over \(\lambda\), but by less than 1 % over \(\Delta x\), the filled slice is about 3.7 % thicker than \(\Delta x\) and the inferred density rises by about 3 %.

The slice must also stay clear of the rest-bias boundary where \(cn=e\). The potential of Lemma 3 puts this boundary at a distance \(L\sqrt{2[\ln(cN/e)-1]}\approx530\) nm from the rest edge, or about 1860 nm deep. The deepest slice used here satisfies this condition. The error stays below 1 % at 1665 nm, and reaches about −4 % at 1780 nm and −50 % at the boundary.

**Comparison with real devices.** A 50 nm oxide is far thicker than a modern logic gate oxide, and the light doping is closer to that of power devices. Radiation damage generally produces several levels, so the assumption of one emission rate can fail; overlapping peaks would have to be separated before the formula is used. Shallower levels matter even when their peaks lie elsewhere. A level 0.23 eV deep with a cross-section of \(2\times10^{-15}\) cm\(^2\) emits at about \(4\times10^{6}\) s\(^{-1}\) at 220 K. This is comparable with the angular frequency of a 1 MHz test signal, so assumption 2 fails for that level.

Even a single level has a field-dependent rate. An electron thermally raised to an energy \(uk_BT\) below the band edge can tunnel through the remaining triangular barrier. In field \(F\), with effective mass \(m\), a semiclassical estimate of the rate enhancement is

\[
1+\int_0^{E_T/k_BT}\exp\left[u-\frac{4\sqrt{2m}\,(k_BT)^{3/2}}{3q\hbar F}u^{3/2}\right]du ,
\]

where \(E_T\) is the trap depth. For silicon's light transverse mass and the slice field of 0.023 MV/cm it is about 1.6, ranging from 1.7 to 1.4 over the depths used. With this value the peak would move from 220 K to about 216 K, and without retuning the signal and the inferred density would fall by roughly 8 %; at the new peak \(g\) regains its value. At so low a field the figure depends strongly on the model. The expression adds paths below the barrier but leaves the term above it at 1. Weighting the exact density of states in a uniform field with the Boltzmann factor gives instead \(\exp[(q\hbar F)^2/(24m(k_BT)^3)]\approx1.01\), a negligible change. The value 1.6 is best read as a high estimate.

Both estimates are for a centre that is neutral when empty, as the acceptor-like level here is. A donor-like trap is positive when empty, and Poole–Frenkel lowering of its Coulomb barrier applies. Averaged over directions, it raises the rate by a factor of about 2.5 at 601 nm and 1.9 at 1420 nm. At a fixed 220 K the signal would fall by about 33 % and 16 % respectively, so the peak temperature must then be found separately for each depth.

The other effects estimated here are small for the assumed parameters. With an assumed bulk generation lifetime of 0.1 ms, holes generated in the depletion region by \(t_2\) amount to 0.2 % of the slice's trap number. They would reach 1 % of the depletion charge after about 800 s. Both figures scale with the lifetime, which irradiation can shorten to microseconds: 2.5 µs gives about 7 % and 20 s. Generation at the depleted interface is not included and would shorten this time, so a long measurement needs occasional clearing into accumulation. Interface traps with the same capture coefficient have a capture probability of about \(4\times10^{-15}\) even in the strongest pulse used. That safeguard is lost if a pulse brings the surface near accumulation: the two pulses may then fill interface traps differently, and their signal no longer cancels. The remaining estimates are in the numerical output.

## Values computed for the example and the checks

```
donor density N_D = 1.0e+15 cm^-3
oxide thickness = 50 nm, equivalent d = 150 nm
trap depth = 0.42 eV, capture section = 1e-15 cm^2
true profile peak = 1.0e+13 cm^-3 at 1000 nm
true profile 1/e half-width = 600 nm
pulse length = 100 us
t1 = 5 ms, t2 = 25 ms
peak temperature = 220.1 K, thermal voltage = 18.96 mV
emission rate = 80.47 s^-1, sampling factor g = 0.5350
capture coefficient = 1.890e-08 cm^3/s
Debye length = 110.7 nm
front lag lambda = 416.2 nm
front rms width: formula 37.6 nm
front rms width: simulation 36.9 nm
rest drop = 5.0 V, Z = 2542.6 nm, W = 2392.6 nm
rest capacitance = 4.074 nF/cm^2
pulse drops A, B = 1.6, 1.7 V
pulse z_A, z_B = 1440.86, 1485.08 nm
slice Dx = 44.22 nm, simulated area = 44.28 nm
Dx from voltage step = 44.20 nm
lever arm zbar = 1046.8 nm, depth xbar = 896.8 nm
simulated slice centroid = 895.1 nm
single-pulse signal A = 7.231e-04 (relative)
difference signal S = 3.692e-05 (relative)
difference signal = 150.4 fF/cm^2
recovered N_T = 9.638e+12 cm^-3
true N_T = 9.708e+12 cm^-3
N_T by voltage form = 9.643e+12 cm^-3
N_T if lambda left out of weight = 6.896e+12 cm^-3
N_T if oxide left out of weight = 1.125e+13 cm^-3
profile: drop A (V), depth (nm), recovered, true (cm^-3)
  1.0    600.8  6.380e+12  6.423e+12
  1.3    757.3  8.422e+12  8.490e+12
  1.6    896.8  9.638e+12  9.708e+12
  2.0   1063.9  9.836e+12  9.887e+12
  2.5   1251.0  8.373e+12  8.395e+12
  3.0   1420.4  6.118e+12  6.121e+12
field at slice = 0.0231 MV/cm
field-enhanced emission factor = 1.56
its variation across slice = 1.0 %
peak temperature with it = 216.0 K
signal change if T not retuned = -8.3 %
largest silicon field = 0.0370 MV/cm
avalanche integral = 1.7e-14
oxide field = 0.111 MV/cm
oxide tunnelling exponent = 2177
generated holes by t2 / slice traps = 1.7e-03
time for holes to reach 1 % of charge = 802 s
trap hole/electron emission ratio = 8.6e-08
interface capture probability = 4.1e-15
un-ionized donor fraction, neutral bulk = 1.2e-03
degeneracy measure N_D/N_c = 5.7e-05
```
